# The adaptive quantum thermal bath: fluctuation-dissipation diagnostic and noise adjustment, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Coordinates $x_i$ have masses $m_i$ and velocities $v_i$, and the potential force is $f_i=-\partial V/\partial x_i$. Fourier transforms are $a(t)=\int \hat a(\omega)e^{-i\omega t}\,d\omega/2\pi$. For stationary fluctuations about the mean,
$$C_{ab}(\omega)=\int\langle a(t)b(0)\rangle e^{i\omega t}dt,\qquad \langle\hat a(\omega)\hat b(\omega')^*\rangle=2\pi\delta(\omega-\omega')C_{ab}(\omega).$$
The transform of a product of two functions of time is $(f*g)(\omega)=\int f(\omega')g(\omega-\omega')\,d\omega'/2\pi$. A weak force $\varphi$ on coordinate $i$ gives $\delta\langle\hat x_i\rangle=G_i\hat\varphi$ and $\delta\langle\hat v_i\rangle=\chi_{ii}\hat\varphi$. Since $\hat v=-i\omega\hat x$, $\chi_{ii}=-i\omega G_i$ and $\mathrm{Re}\,\chi_{ii}=\omega\,\mathrm{Im}\,G_i$. With $\beta=1/k_BT$,
$$\theta(\omega)=\frac{\hbar\omega}{2}\coth\frac{\beta\hbar\omega}{2},\qquad n(\omega)=\frac{\theta}{\omega}=\frac{\hbar}{2}\coth\frac{\beta\hbar\omega}{2}.$$
The quantum thermal bath (QTB) is the classical Langevin equation
$$m_i\dot v_i=f_i-m_i\gamma v_i+F_i,\qquad C_{F_iF_j}=2m_i\gamma_{r,i}(\omega)\theta(\omega)\delta_{ij},$$
with stationary Gaussian $F_i$. The plain QTB sets $\gamma_{r,i}=\gamma$. The adaptive variant treated here keeps the friction $\gamma$ and adjusts the noise strength $\gamma_{r,i}(\omega)$.

## The relation a quantum equilibrium state obeys

For $H-\varphi(t)x$ the Kubo formula gives the response function $(i/\hbar)\langle[x(t),x(0)]\rangle$ for $t>0$. In eigenstates with Boltzmann weights $p_n$ and $\omega_{mn}=(E_m-E_n)/\hbar$, $\langle x(t)x(0)\rangle=\sum p_n|x_{nm}|^2e^{-i\omega_{mn}t}$. The opposite ordering, after exchanging $n$ and $m$, is the same sum with $p_m$. Using $\int_0^\infty e^{i(\omega-\omega_{mn}+i0)t}dt=i\,\mathrm P(\omega-\omega_{mn})^{-1}+\pi\delta(\omega-\omega_{mn})$,
$$\mathrm{Im}\,G=\frac{\pi}{\hbar}\sum_{nm}(p_n-p_m)|x_{nm}|^2\delta(\omega-\omega_{mn}).$$
The symmetrized velocity spectrum, with $|v_{nm}|^2=\omega_{mn}^2|x_{nm}|^2$, is $C_{vv}=\pi\sum(p_n+p_m)\omega_{mn}^2|x_{nm}|^2\delta(\omega-\omega_{mn})$. Because $p_m/p_n=e^{-\beta\hbar\omega_{mn}}$, $p_n+p_m=(p_n-p_m)\coth(\beta\hbar\omega_{mn}/2)$. Hence $C_{vv}=\hbar\omega^2\coth(\beta\hbar\omega/2)\,\mathrm{Im}\,G$, which is the fluctuation-dissipation theorem (FDT):
$$C_{vv}=2\theta\,\mathrm{Re}\,\chi,\qquad C_{xx}=2n\,\mathrm{Im}\,G\quad(\omega\neq0).\tag{1}$$
Nothing about $H$ was assumed, so (1) also holds for a system coupled to a quantum Ohmic bath. The prefactors are tested by diagonalizing the model below: the trace $\langle v_2^2\rangle$ and the sum of $2\theta\,\mathrm{Re}\,\chi$ both give 0.507553, and the static response of $x_2$ from the weights in $\mathrm{Im}\,G$ matches a finite-field calculation at 0.998360 (reduced units).

## The naive scheme for linear forces

Let $f=-Kx$ with $K$ real symmetric and $M=\mathrm{diag}(m_i)$. Then $\hat v=\chi\hat F$ with $\chi^{-1}=\gamma M+i(K-\omega^2M)/\omega$. The second term is anti-Hermitian, so $\chi^{-1}+\chi^{\dagger-1}=2\gamma M$. Multiplying by $\chi$ on the left and $\chi^\dagger$ on the right gives $\chi^\dagger+\chi=2\gamma\chi M\chi^\dagger$, whose diagonal is $\mathrm{Re}\,\chi_{ii}=\gamma\sum_jm_j|\chi_{ij}|^2$. The spectrum is $C_{v_iv_i}=2\theta\sum_jm_j\gamma_{r,j}|\chi_{ij}|^2$. Therefore
$$2\theta\,\mathrm{Re}\,\chi_{ii}-C_{v_iv_i}=2\theta\sum_jm_j(\gamma-\gamma_{r,j})|\chi_{ij}|^2,\tag{2}$$
which vanishes for the plain QTB. Bilinear coupling of any strength that keeps $K$ positive definite, so that a stationary state exists, causes no leakage, because a linear system does not mix frequencies.

## What goes wrong with anharmonic coupling

Take unit masses and
$$V=\tfrac12\Omega_1^2x_1^2+\tfrac12\Omega_2^2x_2^2+c\,x_1x_2^2+d\,x_2^4,\qquad d=\frac{c^2}{2\Omega_1^2},$$
which equals $\tfrac12\Omega_1^2(x_1+cx_2^2/\Omega_1^2)^2+\tfrac12\Omega_2^2x_2^2$ and is bounded below. The anharmonic forces are $f_1^{a}=-cx_2^2$ and $f_2^{a}=-2cx_1x_2-4dx_2^3$.

Expand $x_i=x_i^{(0)}+x_i^{(1)}+x_i^{(2)}$ in powers of $c$. At order zero $\hat x_i^{(0)}=G_{0i}\hat F_i$ is Gaussian, with $G_{0i}=(\Omega_i^2-\omega^2-i\gamma\omega)^{-1}$, $A_i=\mathrm{Im}\,G_{0i}=\gamma\omega|G_{0i}|^2$ and, for $\gamma_r=\gamma$, spectrum $S_i=2\gamma\theta|G_{0i}|^2=2nA_i$. In time these are the causal function $\mathcal G_i(t)$ and the correlation $s_i(t)$, with $\sigma_2^2=s_2(0)$. An adjustment $\gamma_r-\gamma$ of order $c^2$ changes $S_i$ inside the terms below at order $c^4$, so it is dropped there.

At order $c$ the correlation $\langle x^{(1)}x^{(0)}\rangle$ contains three Gaussian factors and vanishes. At order $c^2$ there are two contributions. The first is $\langle x^{(1)}x^{(1)}\rangle=|G_0|^2N$, with $N$ the spectrum of the first-order force. Wick's theorem gives $\langle\delta x_2^2(t)\,\delta x_2^2(0)\rangle=2s_2^2$ and $\langle x_1x_2(t)\,x_1x_2(0)\rangle=s_1s_2$, so
$$N_1=2c^2S_2*S_2,\qquad N_2=4c^2S_1*S_2.$$
The second is $2\,\mathrm{Re}\,\langle x^{(2)}x^{(0)*}\rangle$ with $\hat x^{(2)}=G_0\hat f^{(2)}$. Wick's theorem pairs the outer $x_i^{(0)}$ with one factor $x_i^{(0)}$ inside $f_i^{(2)}$ and averages the rest. This defines a kernel $\Sigma_i$ with $\langle f^{(2)}x^{(0)*}\rangle=\Sigma S$. A probe force shifts one such factor, so the same kernel gives the response $G=G_0+G_0\Sigma G_0$.

For mode 1, $f_1^{(2)}=-2cx_2^{(0)}x_2^{(1)}$ with $x_2^{(1)}(t)=-2c\int\mathcal G_2(t-s)x_1^{(0)}(s)x_2^{(0)}(s)ds$. Singling out $x_1^{(0)}(s)$ leaves $4c^2\mathcal G_2s_2$.

For mode 2, $f_2^{(2)}=-2c\,x_1^{(1)}x_2^{(0)}-2c\,x_1^{(0)}x_2^{(1)}-4d\,x_2^{(0)3}$ with $x_1^{(1)}(t)=-c\int\mathcal G_1(t-s)x_2^{(0)}(s)^2ds$. In the first term, singling out one of the two inner factors gives $4c^2\mathcal G_1s_2$, and singling out the outer factor gives $-2c\langle x_1^{(1)}\rangle=+2c^2\sigma_2^2/\Omega_1^2$, since $G_{01}(0)=1/\Omega_1^2$. The second term gives $4c^2\mathcal G_2s_1$. The third gives $-12d\sigma_2^2=-6c^2\sigma_2^2/\Omega_1^2$. Thus
$$\Sigma_1=4c^2G_{02}*S_2,\qquad \Sigma_2=4c^2(G_{01}*S_2+G_{02}*S_1)-4c^2\sigma_2^2/\Omega_1^2.$$
With $G^{-1}=G_0^{-1}-\Sigma$, to order $c^2$ one has $|G|^2=|G_0|^2(1+2\,\mathrm{Re}\,G_0\Sigma)$, so the two contributions combine into $C_{xx}=|G|^2(2\gamma_r\theta+N)$. Also $\mathrm{Im}\,G=-|G|^2\mathrm{Im}\,G^{-1}=|G|^2(\gamma\omega+\mathrm{Im}\,\Sigma)$. The violation of (1) is
$$2n\,\mathrm{Im}\,G-C_{xx}=|G|^2\left[Q-2(\gamma_r-\gamma)\theta\right],\qquad Q=2n\,\mathrm{Im}\,\Sigma-N.\tag{3}$$

To evaluate $Q$, a prime marks the argument $\omega'$ and a double prime $\omega-\omega'$. Since $S$ is real, $\mathrm{Im}\,\Sigma_1=4c^2\int A_2'\,2n''A_2''\,d\omega'/2\pi$. Symmetrizing under $\omega'\leftrightarrow\omega-\omega'$ turns $2n''$ into $n'+n''$. Also $N_1=8c^2\int n'n''A_2'A_2''\,d\omega'/2\pi$. The addition theorem $\coth(u+w)(\coth u+\coth w)=1+\coth u\coth w$ reads $n(n'+n'')=n'n''+\hbar^2/4$. Then $Q_1=8c^2\int[n(n'+n'')-n'n'']A_2'A_2''\,d\omega'/2\pi$. For mode 2 the static term is real, $\mathrm{Im}\,\Sigma_2=8c^2\int(n'+n'')A_1'A_2''\,d\omega'/2\pi$ and $N_2=16c^2\int n'n''A_1'A_2''\,d\omega'/2\pi$. Hence
$$Q_1=2c^2\hbar^2A_2*A_2,\qquad Q_2=4c^2\hbar^2A_1*A_2.\tag{4}$$
At this order $Q$ does not depend on temperature. In the classical limit $n\to k_BT/\omega$ the identity holds without the $\hbar^2/4$, and the leakage disappears.

The missing term is a commutator. For the damped quantum oscillator, which is Gaussian with the same $s$ and $\mathcal G$, $\langle x(t)x(0)\rangle=s-i\hbar\phi/2$ with $\phi(t)=\mathcal G(t)-\mathcal G(-t)$, whose transform is $G_0-G_0^*=2iA$. Wick's theorem gives $\langle\delta x_2^2(t)\delta x_2^2(0)\rangle=2(s_2-i\hbar\phi_2/2)^2$. Its real, symmetrized part is $2s_2^2-\hbar^2\phi_2^2/2$, with transform $2S_2*S_2+2\hbar^2A_2*A_2$; multiplied by $c^2$ this is $N_1+Q_1$. Its imaginary part $-2\hbar s_2\phi_2$ gives the Kubo function $(i/\hbar)(2i)(-2\hbar s_2\phi_2)=4s_2\phi_2$, which is the classical $\Sigma_1/c^2$. For $x_1x_2$ the product $(s_1-i\hbar\phi_1/2)(s_2-i\hbar\phi_2/2)$ gives in the same way $S_1*S_2+\hbar^2A_1*A_2$ and the response $s_1\phi_2+s_2\phi_1$; the static terms depend on $\sigma_2^2$ alone. To order $c^2$ the classical dynamics therefore has the quantum response, and its force noise lacks $Q$.

For $\gamma\ll\Omega_i$, near $\omega=\Omega$ one has $\Omega^2-\omega^2\approx2\Omega(\Omega-\omega)$, and $A$ is odd, so $A\approx(\pi/2\Omega)[L_{\gamma/2}(\omega-\Omega)-L_{\gamma/2}(\omega+\Omega)]$ with $L_\eta(u)=\eta/[\pi(u^2+\eta^2)]$. Lorentzian widths add under convolution, which gives
$$A_2*A_2\approx\frac{\pi}{8\Omega_2^2}\left[L_\gamma(\omega-2\Omega_2)+L_\gamma(\omega+2\Omega_2)-2L_\gamma(\omega)\right],$$
$$A_1*A_2\approx\frac{\pi}{8\Omega_1\Omega_2}\left[L_\gamma(\omega-\Omega_1-\Omega_2)-L_\gamma(\omega-\Omega_1+\Omega_2)+(\omega\to-\omega)\right].$$
At the resonance $\Omega_1=2\Omega_2$, $Q_1>0$ on the line of mode 1 and $Q_2<0$ on the line of mode 2. By (3) the plain QTB leaves the stiff mode with too little fluctuation and the soft mode with too much. This is zero-point energy leakage.

## Measuring the violation from the trajectory

For a general potential $Q$ is unknown, so (1) must be tested during the run. This needs $\chi_{ii}$, and the random force can serve as the probe. Let $F_a$ be the independent Gaussian amplitudes of the noise, with covariance $\Gamma$ and density $\rho\propto\exp(-\tfrac12F^{\mathsf T}\Gamma^{-1}F)$. Then $F_a\rho=-\sum_b\Gamma_{ab}\partial_b\rho$, and integration by parts gives $\langle\Phi F_a\rangle=\sum_b\Gamma_{ab}\langle\partial_b\Phi\rangle$. With $\Phi=v_i(t)$ and forces independent across $i$, this is the Furutsu–Novikov relation
$$\langle v_i(t)F_i(0)\rangle=\int ds\left\langle\frac{\delta v_i(t)}{\delta F_i(s)}\right\rangle\langle F_i(s)F_i(0)\rangle.$$
$F_i$ enters the equation of motion as an external force does, so the averaged derivative is the response $\chi_{ii}(t-s)$ of the stationary QTB state. The integral is a convolution in time, so $C_{v_iF_i}=\chi_{ii}C_{F_iF_i}$ for any $V$, provided the noise is Gaussian and the initial conditions are forgotten. Taking the real part, $\mathrm{Re}\,C_{v_iF_i}=2m_i\gamma_{r,i}\theta\,\mathrm{Re}\,\chi_{ii}$, and the diagnostic is
$$\Delta_i=\mathrm{Re}\,C_{v_iF_i}-m_i\gamma_{r,i}C_{v_iv_i}=m_i\gamma_{r,i}\left(2\theta\,\mathrm{Re}\,\chi_{ii}-C_{v_iv_i}\right).\tag{5}$$
For $\gamma_{r,i}>0$, $\Delta_i(\omega)=0$ is equivalent to (1) for coordinate $i$ at that frequency, and $\Delta_i<0$ signals excess fluctuation. It is a necessary property of quantum equilibrium, and it does not certify that $\chi_{ii}$ is the quantum response. In the example below, $C_{vF}/C_{FF}$ around the line of mode 1 differs from the response to an applied velocity kick by 0.013 in relative norm, while the harmonic $\chi$ differs from it by 0.192.

The diagnostic also has an energetic meaning. Write $f_i=-m_i\Omega_i^2x_i+f_i^a$ and correlate the equation of motion with $v_i$. Since $C_{v\dot v}=i\omega C_{vv}$ and $C_{vx}=-i\omega C_{xx}$ are imaginary, the real part is
$$P_i(\omega)\equiv\mathrm{Re}\,C_{v_iF_i}-m_i\gamma C_{v_iv_i}=-\mathrm{Re}\,C_{v_if_i^a}.\tag{6}$$
$P_i$ is the spectral density of net power from the bath into mode $i$, and it equals the power the mode loses to the anharmonic force $f_i^a$, which for mode 2 of the model includes its own quartic term as well as the coupling. Summed over modes and frequencies it is $-\langle\sum_iv_if_i^a\rangle=d\langle V^a\rangle/dt=0$, with $V^a$ the anharmonic potential. For the plain QTB, $\Delta_i=P_i$.

## The noise adjustment

Multiplying (3) by $\gamma_r\omega^2$ gives, in the model and to order $c^2$,
$$\Delta_i=\gamma_{r,i}\,\omega^2|G_i|^2\left[Q_i-2(\gamma_{r,i}-\gamma)\theta\right],\qquad \Delta_i=0\iff\delta\gamma_i\equiv\gamma_{r,i}-\gamma=\frac{Q_i}{2\theta}.\tag{7}$$
With $L_\gamma(0)=1/\pi\gamma$ and $\Omega_1=2\Omega_2$,
$$\delta\gamma_1(\Omega_1)\approx\frac{c^2\hbar^2}{8\Omega_2^2\gamma\,\theta(\Omega_1)},\qquad \delta\gamma_2(\Omega_2)\approx-\frac{c^2\hbar^2}{4\Omega_1\Omega_2\gamma\,\theta(\Omega_2)},\qquad \delta\gamma_1(0)\approx-\frac{c^2\hbar^2}{4\Omega_2^2\gamma k_BT},$$
and $\delta\gamma_2>0$ at $\Omega_1+\Omega_2$. The ratio $\delta\gamma/\gamma$ scales as $c^2/\gamma^2$. On resonance the expansion needs it small, and also $\mathrm{Im}\,\Sigma_1/\gamma\Omega_1\approx c^2n(\Omega_2)/\Omega_1\Omega_2^2\gamma^2$, which grows with temperature while $\delta\gamma/\gamma$ falls. In the example below, where $c=\gamma$ in reduced units, both are at most about 0.25.

Two consequences follow. First, the adjustment compensates the leakage and does not stop it: subtracting (5) from (6) at $\Delta_i=0$ leaves $P_i=m_i\,\delta\gamma_i\,C_{v_iv_i}$, a steady flux from the bath through mode 1 and mode 2 back to the bath. Second, the adjusted run has $C_{xx}=2n\,\mathrm{Im}\,G$ with the quantum $G$, so it reproduces the position spectra of the damped quantum system to order $c^2$. As a test, the coefficient of $c^2$ in the variance, computed from $\Sigma$, $N$ and $Q$ and extrapolated to $\gamma\to0$, is 0.01235 and $-0.04948$ for the two modes; diagonalization gives 0.01235 and $-0.04949$.

Equation (7) is tested by simulation at $c=0.02$, with the other parameters of the example. The table gives $\int\Delta\,d\omega/2\pi$ over both signs of $\omega$ in each band, divided by $c^2$, with standard errors. In every column the integral is a sum over the noise bins of width 0.0307 inside the band. In the lowest band these bins cover only 0.015–0.29, and the continuous integral of the formula over 0.01–0.3 is $-1.76\times10^{-5}$.

| mode, band | formula | plain QTB | with $Q/2\theta$ |
|---|---|---|---|
| 1, 1.6–2.4 | 0.83 | 0.78 ± 0.04 | 0.00 ± 0.03 |
| 2, 0.6–1.4 | −0.83 | −0.78 ± 0.04 | −0.02 ± 0.04 |
| 2, 2.8–3.2 ($10^{-3}$) | 2.47 | 2.43 ± 0.12 | −0.02 ± 0.09 |
| 1, 0.01–0.3 ($10^{-5}$) | −1.68 | −1.5 ± 0.2 | 0.2 ± 0.2 |

To order $c^2$ in the model, the leakage comes from a missing noise term $Q$, which the adjustment $\delta\gamma_i=Q_i/2\theta$ compensates, and the diagnostic $\Delta_i$ measures the violation from the trajectory for a general potential. What remains is to choose a rule that updates $\gamma_{r,i}$ from $\Delta_i$, to find where it fails, and to test it on a worked example.
